**Squared ion current of a cylindrical probe in the orbital-motion-limited regime**

The program tests the current $I=2RLne\langle\sqrt{v^2+2e\Phi/M}\rangle$ and the limiting slope $-dI^2/dV=8R^2L^2n^2e^3/M$. Here $R$ and $L$ are the probe radius and length, $n$ and $M$ the ion density and mass, $v$ the ion speed perpendicular to the axis far away, and $\Phi=V_s-V$ the drop from plasma potential to probe voltage. Integrated trajectories are asserted to reproduce the critical impact parameter in a wide logarithmic sheath and to show its failure in a steep potential. The Maxwellian closed form is compared with an average over distant ions and with a flux integral at the probe surface. Bounds on the curvature and slope of $I^2$ are asserted for ions with and without drift. The output shows that a line fitted to five squared currents returns the input density of $10^{15}\ \mathrm{m^{-3}}$ and crosses zero near $V_s+kT_i/e$, where $T_i$ is the ion temperature. With a chosen sheath radius of 2 mm, the inferred density is 0.50 % low and the zero crossing moves to 10.24 V.

## Verification by program

```python
# RESULT UNDER TEST
# Orbital-motion-limited ion current to a cylinder of radius R, length L:
#   I = 2 R L n e <sqrt(v^2 + u^2)>,  u^2 = 2 e Phi / M,  Phi = Vs - V > 0,
# v = ion speed perpendicular to the axis far away, n = ion density, M = mass.
# I^2 approaches a straight line in V with -d(I^2)/dV = 8 R^2 L^2 n^2 e^3 / M.
# eta = e Phi / (k Ti); alpha = sheath radius / R.
# Dimensionless speeds are in units of sqrt(2 k Ti / M).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfcx, i0e

e, m_e, eps0 = const.e, const.m_e, const.epsilon_0


# ---------- capture radius from integrated trajectories ----------
# Units: R = 1, speed at the sheath edge = 1, beta = e Phi / (M v^2 / 2).
def closest_approach(b, edge, beta, profile):
    def inward_acceleration(r):
        if profile == "log":
            return 0.5 * beta / (r * np.log(edge))
        return 2.0 * beta / r**5          # potential falling as 1/r^4

    def motion(t, s):
        r = np.hypot(s[0], s[1])
        g = inward_acceleration(r) / r
        return [s[2], s[3], -g * s[0], -g * s[1]]

    def turning(t, s):
        return s[0] * s[2] + s[1] * s[3]
    turning.terminal, turning.direction = True, 1

    def deep_inside(t, s):
        return np.hypot(s[0], s[1]) - 0.3
    deep_inside.terminal, deep_inside.direction = True, -1

    start = [-np.sqrt(edge**2 - b**2), b, 1.0, 0.0]
    sol = solve_ivp(motion, (0, 500), start, rtol=1e-9, atol=1e-10,
                    events=[turning, deep_inside])
    assert sol.status == 1
    return np.hypot(sol.y[0, -1], sol.y[1, -1])


beta = 24.0
b_formula = np.sqrt(1 + beta)
b_orbit = brentq(lambda b: closest_approach(b, 20.0, beta, "log") - 1,
                 4.0, 6.0, xtol=1e-7)
assert abs(b_orbit / b_formula - 1) < 1e-5
# narrow sheath: every ion that enters is caught, so the edge sets the limit
assert closest_approach(2.999, 3.0, beta, "log") < 1
# steep potential: a barrier at r = beta^(1/4) turns ions back too early
b_barrier = np.sqrt(2 * np.sqrt(beta))
assert closest_approach(0.98 * b_barrier, 20.0, beta, "steep") < 1
r_turned = closest_approach(1.02 * b_barrier, 20.0, beta, "steep")
assert r_turned > 1 and 1.02 * b_barrier < b_formula


# ---------- Maxwellian current: closed form against two integrals ----------
def mean_w(eta):
    root = np.sqrt(eta)
    return root + 0.5 * np.sqrt(np.pi) * erfcx(root)


for eta in (0.5, 3.0, 40.0):
    far_average = quad(lambda x: np.exp(-x) * np.sqrt(x + eta), 0, 50)[0]
    # flux at the surface, phase-space density carried inward by Liouville
    u = np.sqrt(eta)
    surface_integral = quad(lambda s: (u + s)**2 * np.exp(-s * (2*u + s)),
                            0, 12, epsabs=1e-12)[0]
    surface_flux = 2 * np.pi * (1 / np.pi) * 2 * surface_integral
    assert abs(far_average / mean_w(eta) - 1) < 1e-8
    assert abs(surface_flux / (2 * mean_w(eta)) - 1) < 1e-8

for eta in (20.0, 50.0, 100.0):
    remainder = mean_w(eta)**2 - (eta + 1 - 1 / (4 * eta))
    assert abs(remainder * eta**2 - 0.5) < 0.1


# ---------- bounds on nonlinearity, with and without ion drift ----------
def average(func, drift):
    def weight(v):
        return 2 * v * np.exp(-(v - drift)**2) * i0e(2 * v * drift)
    return quad(lambda v: func(v) * weight(v), 0, drift + 9,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


for drift in (0.0, 2.0):
    assert abs(average(lambda v: 1.0, drift) - 1) < 1e-9
    v2 = average(lambda v: v**2, drift)
    var_v2 = average(lambda v: v**4, drift) - v2**2
    for u2 in (3.0, 10.0, 40.0):
        def square(q):
            return average(lambda v: np.sqrt(v * v + q), drift)**2
        gap = u2 + v2 - square(u2)
        step = 1e-2
        slope_ratio = (square(u2 + step) - square(u2 - step)) / (2 * step)
        inverse_w = average(lambda v: 1 / np.sqrt(v * v + u2), drift)
        assert abs(slope_ratio - np.sqrt(square(u2)) * inverse_w) < 1e-6
        assert 0 < gap < var_v2 / (4 * u2)
        assert 0 < slope_ratio - 1 < var_v2 / (4 * u2**2)

# repelled electrons: same orbit argument with a retarding potential
for chi in (0.5, 4.0):
    repelled = quad(lambda x: np.exp(-x) * np.sqrt(x - chi), chi, chi + 45)[0]
    assert abs(repelled / (0.5*np.sqrt(np.pi)*np.exp(-chi)) - 1) < 1e-6

# ---------- worked example ----------
M = 40 * const.atomic_mass
n, Ti, Te = 1e15, 0.1, 2.0              # m^-3, eV, eV
R, L, Vs, edge = 10e-6, 20e-3, 10.0, 2e-3
area = 2 * np.pi * R * L
alpha = edge / R
V = np.linspace(-30, -10, 5)
Phi = Vs - V
eta = Phi / Ti
v_unit = np.sqrt(2 * e * Ti / M)
prefactor = 2 * R * L * n * e
I = prefactor * v_unit * mean_w(eta)
S_formula = 8 * R**2 * L**2 * n**2 * e**3 / M


def density_from_slope(S):
    return np.sqrt(M * S / (8 * e**3)) / (R * L)


def fit_line(current):
    slope, offset = np.polyfit(V, (current * 1e6)**2, 1)   # uA^2
    return -slope * 1e-12, -offset / slope


S_fit, V_zero = fit_line(I)
n_fit = density_from_slope(S_fit)
assert 0 < S_fit / S_formula - 1 < 1 / (4 * eta.min()**2)
assert abs(n_fit / n - 1) < 1 / (8 * eta.min()**2)
assert abs(V_zero - (Vs + Ti)) < 1e-3


def sheath_loss(eta_value):
    x0 = eta_value / (alpha**2 - 1)
    lost = quad(lambda x: np.exp(-x) * (np.sqrt(x + eta_value)
                - alpha * np.sqrt(x)), 0, x0, epsabs=1e-13)[0]
    return lost / mean_w(eta_value)


loss = np.array([sheath_loss(q) for q in eta])
assert np.allclose(loss, eta / (3 * alpha**2), rtol=0.01)
S_sheath, V_zero_sheath = fit_line(I * (1 - loss))
n_sheath = density_from_slope(S_sheath)
bias_estimate = 2 * eta.mean() / (3 * alpha**2)
assert abs(1 - n_sheath / n - bias_estimate) < 1e-4

I_electron = area*n*e*np.sqrt(e*Te/(2*np.pi*m_e))*np.exp(-Phi[-1]/Te)
debye = np.sqrt(eps0 * Te / (n * e))

print("TRAJECTORY TESTS (lengths in R, e*Phi = 24 x perpendicular energy)")
print(f"critical impact parameter, formula: {b_formula:.5f} R")
print(f"critical impact parameter, integrated orbits: {b_orbit:.5f} R")
print(f"barrier-limited value, 1/r^4 potential: {b_barrier:.4f} R")
print(f"turning radius just above that value: {r_turned:.3f} R")
print("INPUTS")
print(f"ion mass: {M:.5e} kg")
print(f"ion density: {n:.3e} m^-3")
print(f"ion temperature: {Ti:.2f} eV; electron temperature: {Te:.2f} eV")
print(f"probe radius: {R*1e6:.1f} um; length: {L*1e3:.1f} mm")
print(f"probe area: {area*1e6:.4f} mm^2")
print(f"plasma potential: {Vs:.1f} V")
print(f"Debye length (electrons): {debye*1e3:.4f} mm")
print("INTERMEDIATE VALUES")
print(f"ion speed unit sqrt(2kTi/M): {v_unit:.2f} m/s")
print(f"prefactor 2RLne: {prefactor:.5e} C/m")
print("V (V) | Phi (V) | eta | I (uA) | I^2 (uA^2)")
for row in zip(V, Phi, eta, I * 1e6, (I * 1e6)**2):
    print("{:.1f} | {:.1f} | {:.0f} | {:.5f} | {:.6f}".format(*row))
print("LINE FIT")
print(f"limiting slope magnitude, formula: {S_formula*1e12:.7f} uA^2/V")
print(f"slope magnitude, fit: {S_fit*1e12:.7f} uA^2/V")
print(f"relative slope excess: {S_fit/S_formula-1:.2e}")
print(f"upper bound on slope excess: {1/(4*eta.min()**2):.2e}")
print(f"density from fitted slope: {n_fit:.6e} m^-3")
print(f"density from fitted slope: {n_fit*1e-6:.6e} cm^-3")
print(f"zero crossing of fitted line: {V_zero:.4f} V")
print("FINITE SHEATH AND ELECTRONS")
print(f"chosen sheath radius: {edge*1e3:.2f} mm = {alpha:.0f} R")
print(f"sheath radius / Debye length: {edge/debye:.2f}")
print(f"current loss at -30 V: {100*loss[0]:.3f} %")
print(f"current loss at -10 V: {100*loss[-1]:.3f} %")
print(f"density from slope with this sheath: {n_sheath:.5e} m^-3")
print(f"density bias, fit: {100*(n_sheath/n-1):.3f} %")
print(f"density bias, estimate: {-100*bias_estimate:.3f} %")
print(f"zero crossing with this sheath: {V_zero_sheath:.3f} V")
print(f"electron current at -10 V: {I_electron*1e6:.6f} uA")
print(f"electron/ion current at -10 V: {100*I_electron/I[-1]:.3f} %")
print("all assertions hold")
```

Printed output:

```
TRAJECTORY TESTS (lengths in R, e*Phi = 24 x perpendicular energy)
critical impact parameter, formula: 5.00000 R
critical impact parameter, integrated orbits: 5.00000 R
barrier-limited value, 1/r^4 potential: 3.1302 R
turning radius just above that value: 2.551 R
INPUTS
ion mass: 6.64216e-26 kg
ion density: 1.000e+15 m^-3
ion temperature: 0.10 eV; electron temperature: 2.00 eV
probe radius: 10.0 um; length: 20.0 mm
probe area: 1.2566 mm^2
plasma potential: 10.0 V
Debye length (electrons): 0.3325 mm
INTERMEDIATE VALUES
ion speed unit sqrt(2kTi/M): 694.57 m/s
prefactor 2RLne: 6.40871e-11 C/m
V (V) | Phi (V) | eta | I (uA) | I^2 (uA^2)
-30.0 | 40.0 | 400 | 0.89137 | 0.794540
-25.0 | 35.0 | 350 | 0.83395 | 0.695470
-20.0 | 30.0 | 300 | 0.77227 | 0.596400
-15.0 | 25.0 | 250 | 0.70522 | 0.497329
-10.0 | 20.0 | 200 | 0.63108 | 0.398259
LINE FIT
limiting slope magnitude, formula: 0.0198140 uA^2/V
slope magnitude, fit: 0.0198141 uA^2/V
relative slope excess: 3.03e-06
upper bound on slope excess: 6.25e-06
density from fitted slope: 1.000002e+15 m^-3
density from fitted slope: 1.000002e+09 cm^-3
zero crossing of fitted line: 10.0998 V
FINITE SHEATH AND ELECTRONS
chosen sheath radius: 2.00 mm = 200 R
sheath radius / Debye length: 6.02
current loss at -30 V: 0.332 %
current loss at -10 V: 0.166 %
density from slope with this sheath: 9.95012e+14 m^-3
density bias, fit: -0.499 %
density bias, estimate: -0.500 %
zero crossing with this sheath: 10.243 V
electron current at -10 V: 0.002163 uA
electron/ion current at -10 V: 0.343 %
all assertions hold
```
